# Avalanche Multiplication and Breakdown with Unequal Ionisation Coefficients

## Definitions and conventions

A depletion layer occupies $0<x<W$. The electric field points towards $-x$ and has magnitude $F(x)$, so electrons drift towards $+x$ and holes towards $-x$. Electrons can therefore be injected at $x=0$ and holes at $x=W$.

An electron moving a distance $dx$ creates on average $\alpha(x)\,dx$ electron–hole pairs, and a hole creates $\beta(x)\,dx$. The ionisation coefficients $\alpha$ and $\beta$ are non-negative and bounded. They are taken to be local: they depend on the field at $x$, not on how far the carrier has travelled since its last ionising collision. Their accumulated difference is

$$\phi(x)=\int_0^x[\alpha(x')-\beta(x')]\,dx' . \tag{1}$$

Both carrier types carry conventional current in the same direction, $-x$. Let $J_n(x)$ and $J_p(x)$ be the magnitudes of the two current densities, $J=J_n+J_p$ their sum, $q$ the elementary charge, and $G(x)$ the rate per unit volume at which heat or light creates pairs. The state is steady and one-dimensional, recombination is neglected, and the current is too small to alter the field.

The two gains are defined with $G=0$ and one injected carrier type:

$$M_n=\frac{J}{J_n(0)}\ \text{ if } J_p(W)=0,\qquad M_p=\frac{J}{J_p(W)}\ \text{ if } J_n(0)=0. \tag{2}$$

Breakdown for a given kind of injection is the condition at which its gain, rising from unity, becomes infinite.

## The current equations

Consider a slab between $x$ and $x+dx$. Per unit area and time, $J_n/q$ electrons cross it and create $\alpha(J_n/q)\,dx$ pairs, while $J_p/q$ holes create $\beta(J_p/q)\,dx$. The other sources add $G\,dx$. In a steady state the extra electrons leave at $x+dx$, so the electron flux grows with $x$:

$$\frac{dJ_n}{dx}=\alpha J_n+\beta J_p+qG. \tag{3}$$

The same number of extra holes leaves at $x$, because holes move the other way. Hence $J_p(x)-J_p(x+dx)$ equals the same source, and

$$\frac{dJ_p}{dx}=-(\alpha J_n+\beta J_p+qG). \tag{4}$$

Adding (3) and (4) gives $dJ/dx=0$: the total current is the same at every $x$.

## One equation for every kind of injection

Substitute $J_p=J-J_n$ in (3):

$$\frac{dJ_n}{dx}-(\alpha-\beta)J_n=\beta J+qG. \tag{5}$$

Since $\phi'=\alpha-\beta$, multiplication by $e^{-\phi}$ makes the left side a total derivative:

$$\frac{d}{dx}\left(J_n e^{-\phi}\right)=(\beta J+qG)\,e^{-\phi}.$$

Integrate from $0$ to $W$, using $\phi(0)=0$ and the constancy of $J$:

$$J_n(W)e^{-\phi(W)}-J_n(0)=J\int_0^W\beta e^{-\phi}dx+q\int_0^W Ge^{-\phi}dx .$$

The known quantity at $x=W$ is the injected hole current, so put $J_n(W)=J-J_p(W)$ and collect the terms in $J$:

$$D\,J=J_n(0)+e^{-\phi(W)}J_p(W)+q\int_0^W G\,e^{-\phi}dx, \tag{6}$$

$$D=e^{-\phi(W)}-\int_0^W\beta e^{-\phi}dx. \tag{7}$$

The right side of (6) contains the sources. The factor $D$ contains only the ionisation coefficients and does not depend on which carriers start the avalanche.

## The multiplication integrals

For electron injection, $J_p(W)=0$ and $G=0$, so (6) gives $1/M_n=D$. To express $D$ through $\alpha$, note that

$$\int_0^W(\alpha-\beta)e^{-\phi}dx=-\int_0^W\frac{d}{dx}e^{-\phi}\,dx=1-e^{-\phi(W)} .$$

Thus $e^{-\phi(W)}=1-\int_0^W\alpha e^{-\phi}dx+\int_0^W\beta e^{-\phi}dx$. In (7) the two $\beta$ integrals cancel, leaving

$$\frac1{M_n}=D=1-I_n,\qquad I_n=\int_0^W\alpha(x)\,e^{-\phi(x)}dx. \tag{8}$$

For hole injection, $J_n(0)=0$ and $G=0$, so $DJ=e^{-\phi(W)}J_p(W)$. Therefore $1/M_p=e^{\phi(W)}D$, and (7) gives

$$\frac1{M_p}=1-I_p,\qquad I_p=\int_0^W\beta(x)\,e^{\phi(W)-\phi(x)}dx. \tag{9}$$

The exponent in (9) is $\int_x^W(\alpha-\beta)\,dx'$. Each integral thus contains the coefficient of the injected carrier and an exponential measured from the face where that carrier enters.

When multiplication is weak, the exponentials differ from unity by terms of first order in the coefficients. To leading order $M_n-1\approx\int_0^W\alpha\,dx$ and $M_p-1\approx\int_0^W\beta\,dx$. This requires both $\int_0^W\alpha\,dx$ and $\int_0^W\beta\,dx$ to be small, and only then does each gain measure its own coefficient. One gain close to unity is not enough: in the junction treated below, at half the breakdown voltage, $M_p-1=0.0110$ while $\int_0^W\beta\,dx=0.0082$, because $\int_0^W\alpha\,dx=0.44$ is not small. At larger gain both coefficients enter both gains.

## Equivalence of the breakdown conditions

From $1/M_n=D$ and $1/M_p=e^{\phi(W)}D$,

$$1-I_p=e^{\phi(W)}(1-I_n),\qquad \frac{M_n}{M_p}=e^{\phi(W)}=\exp\int_0^W(\alpha-\beta)\,dx . \tag{10}$$

The coefficients are bounded and $W$ is finite, so $e^{\phi(W)}$ is positive and finite. Hence $1-I_n$ and $1-I_p$ have the same sign and vanish together:

$$I_n=1\quad\Longleftrightarrow\quad I_p=1. \tag{11}$$

This proves the equivalence. Below breakdown the gains differ if and only if $\int_0^W(\alpha-\beta)\,dx\neq0$. Local inequality of the coefficients is not sufficient, as the mirrored case below shows.

The physical reason is visible in (6). At $D=0$ a current $J\neq0$ is possible with no injection and no generation. With $J_n(0)=0$, integrating (5) from $0$ to $x$ gives the electron part. Writing (4) as $dJ_p/dx-(\alpha-\beta)J_p=-\alpha J$ and integrating from $x$ to $W$ with $J_p(W)=0$ gives the hole part:

$$J_n=Je^{\phi(x)}\int_0^x\beta e^{-\phi}dx',\qquad J_p=Je^{\phi(x)}\int_x^W\alpha e^{-\phi}dx'. \tag{12}$$

Both are non-negative. At $x=0$ their sum is $JI_n$, which equals $J$ precisely when $I_n=1$. Breakdown is the existence of this self-sustained current, and a current without injection cannot depend on the kind of injection.

## Which side of the condition is stable

Equations (8) and (9) also return numbers when $I_n>1$, but these are negative. Counting pairs generation by generation shows where the formulas describe a gain.

Let $M(x)$ be the mean total number of pairs in an avalanche started by one pair at $x$, the first pair included. Its electron travels from $x$ to $W$ and its hole from $x$ to $0$. Every secondary pair, born at $x'$, starts an avalanche of mean size $M(x')$. Therefore

$$M(x)=1+\int_x^W\alpha M\,dx'+\int_0^x\beta M\,dx'\equiv1+(KM)(x). \tag{13}$$

The operator $K$ turns one generation into the next. The mean number of pairs in the first $m+1$ generations is $S_m$, with $S_0=1$ and $S_{m+1}=1+KS_m$. Since $K$ has no negative part, $S_m$ does not decrease with $m$.

Suppose (13) has a bounded solution. Differentiation gives $M'=-\alpha M+\beta M=-\phi'M$, so $M(x)=M(0)e^{-\phi(x)}$. Setting $x=0$ in (13) gives $M(0)=1+M(0)I_n$, that is, $M(0)(1-I_n)=1$. Two cases follow.

- If $I_n<1$, then $M(0)=1/(1-I_n)$ is positive. The function $M(0)e^{-\phi}$ does solve (13), because the two sides agree at $x=0$ and have equal derivatives. It also bounds the partial sums: $M\ge1=S_0$, and $S_m\le M$ implies $S_{m+1}=1+KS_m\le1+KM=M$. The increasing, bounded sums converge, and their limit is this unique solution.
- If $I_n\ge1$, no bounded non-negative solution exists. The sums $S_m$ cannot remain bounded, since they would then converge to such a solution. The mean avalanche size has no finite bound over the layer.

On the stable side, therefore,

$$M(x)=M_ne^{-\phi(x)},\qquad M(0)=M_n,\qquad M(W)=M_p, \tag{14}$$

and dividing (6) by $D$ gives

$$J=M_nJ_n(0)+M_pJ_p(W)+q\int_0^W G(x)M(x)\,dx. \tag{15}$$

Each source is multiplied by the gain at its own place of birth.

## Special cases

**Constant coefficients.** Let $\beta=k\alpha$ with constant $\alpha>0$, $k>0$ and $k\neq1$. Then $\phi(x)=(1-k)\alpha x$. Writing $u=(1-k)\alpha W$, (7) becomes

$$D=e^{-u}-k\,\frac{1-e^{-u}}{1-k}=\frac{(1-k)e^{-u}-k+ke^{-u}}{1-k}=\frac{e^{-u}-k}{1-k}.$$

The gain and the breakdown condition are

$$M_n=\frac{1-k}{e^{-(1-k)\alpha W}-k},\qquad (\alpha W)_B=\frac{\ln(1/k)}{1-k}. \tag{16}$$

At breakdown $e^{-u}=k$, so by (10) $M_n/M_p\to1/k=\alpha/\beta$: both gains diverge while their ratio stays finite. For $k=0.2$ the critical value is $\alpha W=\ln5/0.8=2.012$. At $\alpha W=1$ the gain is $M_n=0.8/(e^{-0.8}-0.2)=3.209$.

As $k\to1$, $e^{-u}-k\approx(1-k)(1-\alpha W)$. Then $M_n=M_p=1/(1-\alpha W)$, with breakdown at $\alpha W=1$.

**One ionising carrier.** If $\beta=0$, (7) gives $M_n=\exp\int_0^W\alpha\,dx$, and (9) gives $M_p=1$. The electron gain may be large, 2981 for $\alpha W=8$, but it is finite for any finite $\int_0^W\alpha\,dx$. Electrons move only towards $W$, and without ionising holes nothing restarts the avalanche upstream. Breakdown requires feedback from both carriers.

**Mirrored coefficients.** Let $\beta(x)=\alpha(W-x)$. The two integrals are equal, $\phi(W)=0$, and $M_n=M_p$ by (10). Take $\alpha W=1.2\,x/W$ and $\beta W=1.2\,(1-x/W)$, which are unequal everywhere except at the midpoint. Both gains are 3.784. Constant equal coefficients with the same integral, $0.6$, would give $1/(1-0.6)=2.5$. The mirrored gain is larger because here $\phi=1.2\,[(x/W)^2-x/W]\le0$, so $e^{-\phi}\ge1$ and $I_n$ exceeds $\int_0^W\alpha\,dx$. The arrangement of the coefficients matters as well as their integrals.

## A one-sided junction

Consider an abrupt p⁺n junction with the p⁺ side at $x<0$ and the depletion layer in the n side. The doping is $N=10^{16}\ \mathrm{cm^{-3}}$ and the permittivity is $\varepsilon=12\,\varepsilon_0$. Poisson's equation gives a linear field,

$$F(x)=F_m\left(1-\frac xW\right),\qquad \frac{F_m}{W}=\frac{qN}{\varepsilon}=1.508\times10^{9}\ \mathrm{V\,cm^{-2}}. \tag{17}$$

The total potential drop, built-in part included, is $V=F_mW/2$. Eliminating $W$ gives $F_m=\sqrt{2qNV/\varepsilon}$. The coefficients follow a model law with round parameters, not fitted to any material. Measured silicon coefficients are smaller at these fields and put breakdown above 50 V at this doping, so the numbers below describe the model only:

$$\alpha=10^6\,e^{-10^6/F},\qquad \beta=2\times10^6\,e^{-2\times10^6/F}, \tag{18}$$

with $\alpha,\beta$ in $\mathrm{cm^{-1}}$ and $F$ in $\mathrm{V\,cm^{-1}}$.

There is a single threshold in voltage. At fixed $x$ the field is $F_m-(qN/\varepsilon)x$, which rises with $V$, and the layer widens. Both coefficients grow with field, so every generation in (13) grows too. If the avalanche is bounded at one voltage, it is bounded at every lower one. The stable voltages therefore form one interval, whose upper end is the breakdown voltage $V_B$.

Solving $I_n=1$ and $I_p=1$ separately gives the same value, $V_B=38.88\ \mathrm V$. Direct integration of (3) and (4), without the integrating factor, gives it again. At this voltage

$$F_m=\sqrt{2(1.508\times10^9)(38.88)}=3.424\times10^5\ \mathrm{V\,cm^{-1}},$$

and $W=F_m/(qN/\varepsilon)=2.271\times10^{-4}\ \mathrm{cm}$, or $2.271\ \mathrm{\mu m}$. The integrals of $\alpha$ and $\beta$ are 2.666 and 0.173, so the limiting ratio of the gains is $e^{2.666-0.173}\approx12.1$. It is not the local ratio at the peak field, $\alpha(0)/\beta(0)=53920/5815=9.3$. The two agree for constant coefficients but need not agree in a varying field.

Below breakdown the gains are:

| $V/V_B$ | $I_n$ | $I_p$ | $M_n$ | $M_p$ | $M_n/M_p$ |
|---|---|---|---|---|---|
| 0.5 | 0.358 | 0.011 | 1.56 | 1.01 | 1.54 |
| 0.8 | 0.820 | 0.196 | 5.54 | 1.24 | 4.45 |
| 0.9 | 0.923 | 0.447 | 12.96 | 1.81 | 7.16 |
| 0.99 | 0.9933 | 0.923 | 149 | 13.0 | 11.5 |
| 0.999 | 0.9993 | 0.992 | 1512 | 126 | 12.0 |

At $0.9V_B$ the hole gain is below 2 while the electron gain is about 13, although both diverge at the same voltage. Relation (10) can be read from this row: $(1-0.447)/(1-0.923)\approx7.2$, the ratio of the gains. A small hole-initiated gain is therefore no sign that breakdown is remote.

The place of birth matters in the same way. At $0.9V_B$, (14) gives gains of 12.96, 2.83, 1.86 and 1.81 for pairs born at $x=0$, $W/4$, $W/2$ and $W$. Since $M'/M=-(\alpha-\beta)$, the gain falls where $\alpha-\beta$ is large, near the peak field. Between $W/2$ and $W$ it hardly changes, because $\phi$ rises there by only $\ln(1.862/1.810)\approx0.03$. Uniform generation has the mean gain 2.94.

Random avalanches simulated at this voltage, 100 000 of each kind, have mean gains $12.95\pm0.05$ for electrons and $1.829\pm0.015$ for holes. The uncertainties are one standard error. The predicted values, 12.96 and 1.810, lie within 0.2 and 1.3 standard errors.

The criterion $\int_0^W\alpha\,dx=1$ is correct for $\alpha=\beta$, when $\phi=0$. Here it would put breakdown at $26.1\ \mathrm V$, which is 33% below $V_B$. The true electron gain at that voltage is 2.81. Without hole ionisation it would be $e^1=2.72$, so feedback by holes is still weak there.

At $1.05V_B$, $1-I_n=-0.031$ and $1-I_p=-0.489$. The signs agree, as (10) requires, but the negative reciprocals are not gains. The largest eigenvalue of $K$, computed on a grid, describes the change across the threshold: it is 0.946 at $0.98V_B$, 1.000 at $V_B$ and 1.056 at $1.02V_B$. After many generations this eigenvalue is the ratio of the mean size of each generation to that of the previous one. Further values are in the numerical output.

## Limits of the derivation

The proof given here that the two thresholds are equal rests on the linear, local equations (3) and (4). Three limits follow from their assumptions.

First, a newly created carrier must gain energy before it can ionise. If the distance this takes is not small compared with the region of high field, the ionisation probability depends on the carrier's history. In the junction above, a threshold energy of 1 to 2 eV corresponds to about 30 to 60 nm at the peak field, against $1/\alpha(0)=185\ \mathrm{nm}$, so locality would be only approximate there. If (18) is read as the rate that applies after this distance, thresholds of 1.2 and 1.8 eV raise $V_B$ to about 42 and 43 V. Equations (8)–(10) then no longer follow, and (13) must be replaced by equations that record where each carrier last ionised. This does not by itself separate the two thresholds: as long as each kind of injection can start the feedback between electrons and holes, both gains diverge where a self-sustained current appears.

Second, close to breakdown a small injected current becomes a large one. Its space charge changes $F(x)$, and with it $\alpha$ and $\beta$. Its heating changes the coefficients even at a given field. The divergence is a property of the small-current limit. The actual current is set by these changes and the external circuit.

Third, the field was taken to be uniform across the device area. If it is stronger at an edge or a defect, that place can reach $D=0$ first, and the one-dimensional $V_B$ does not describe the whole device.

## Computed values

```
MODEL: one-sided p+n junction
doping 1.0e+16 cm^-3, relative permittivity 12
electrons: A = 1.0e+06 cm^-1, B = 1.0e+06 V/cm
holes:     A = 2.0e+06 cm^-1, B = 2.0e+06 V/cm
field slope qN/eps = 1.5079e+09 V/cm^2
BREAKDOWN VOLTAGE (total potential drop)
from In = 1:              38.88337 V
from Ip = 1:              38.88337 V
from transport equations: 38.88337 V
AT BREAKDOWN
peak field 3.4244e+05 V/cm, width 2.2709 um
alpha(0) = 5.3923e+04 cm^-1
beta(0)  = 5.8153e+03 cm^-1
integral of alpha = 2.6656, of beta = 0.1732
limit of Mn/Mp = exp(phi(W)) = 12.0906
kernel spectral radius at 0.98, 1, 1.02 VB: 0.9458, 1.0000, 1.0558
WRONG CRITERION: integral of alpha = 1
voltage 26.107 V; true gains there Mn = 2.8071, Mp = 1.0678
GAINS BELOW BREAKDOWN (dimensionless except V)
V/VB    V (V)    In       Ip       phi(W)   Mn         Mp        Mn/Mp
0.500   19.4417  0.35815  0.01091  0.4324   1.5580     1.0110    1.5410
0.700   27.2184  0.68682  0.08232  1.0751   3.1931     1.0897    2.9302
0.800   31.1067  0.81951  0.19599  1.4939   5.5403     1.2438    4.4545
0.900   34.9950  0.92283  0.44743  1.9686   12.9589    1.8097    7.1607
0.950   36.9392  0.96434  0.67005  2.2248   28.0389    3.0308    9.2514
0.990   38.4945  0.99330  0.92323  2.4380   149.1489   13.0258   11.4503
0.999   38.8445  0.99934  0.99205  2.4870   1512.1236  125.7512  12.0247
above breakdown, 1.05 VB: 1-In = -0.03064, 1-Ip = -0.48938
AT 0.9 VB
gain of a pair born at x = 0, W/4, W/2, W: 12.9589, 2.8332, 1.8624, 1.8097
gain for uniform generation: 2.9400
100000 simulated electron-initiated avalanches: mean gain 12.9524 +- 0.0546
100000 simulated hole-initiated avalanches: mean gain 1.8291 +- 0.0154
CONSTANT COEFFICIENTS, beta/alpha = 0.2
breakdown at alpha*W = 2.0118; at alpha*W = 1, Mn = 3.2086
Mn/Mp at 0.9999 of the critical alpha*W: 4.9992
beta = 0, alpha*W = 8: Mn = 2980.96, Mp = 1.0000
MIRRORED: alpha*W = 1.2 x/W, beta*W = 1.2 (1 - x/W)
Mn = 3.7839, Mp = 3.7839
```
